**Coherence limits of an axial nanowire heterostructure**

A segment of misfit $f$ on a wire of radius $R$ stores at most $cMf^2R^3$, so coherence has a lower energy than any state with a dislocation line across a diameter, at every segment length, if $R<R_0=(b/f)\sqrt{2gK/(cM)}$. Short lines near the rim are not covered. Here $M$ is the biaxial modulus, $K=\mu/[4\pi(1-\nu)]$, $b$ is the Burgers vector length and $gKb^2$ is the core energy per unit length. A thick segment admits a central edge dislocation above $R_c$, where $tMfR_c=2Kb[\ln(R_c/b)+C+g]$. The program computes $c$ and $t$ from a Bessel-function solution and asserts that three-dimensional finite elements reproduce both within 5%, where $t$ is compared for a slightly spread line. It also asserts that the coherent energy does not fall with segment length, that the line energy follows the logarithm within 10% near the line, and that this energy lies between two analytic bounds. Further assertions require the thresholds at three segment lengths to exceed $R_0$, and the ratio of $R_c$ to the simple equal-energy radius to grow at smaller misfit. For $f=0.02$ and $b=0.4$ nm the output gives $R_0=10.3$ nm, $R_c\simeq30$ nm and an equal-energy radius of 21.7 nm. The remaining lines show how the radii respond to the core energy, the biaxial modulus and the type of dislocation, and give the sizes of surface stress and thermal misfit.

## Verification by program

```python
"""Coherence of an axial nanowire heterostructure.

Result under test: a segment of misfit f on a wire of radius R stores at most
W = c M f^2 R^3, whatever its length h. A misfit edge dislocation across a
diameter costs 2 R K b^2 [ln(R/b) + C + g] and releases t b M f R^2.
Hence coherence wins at every h if R < R0 = (b/f) sqrt(2 g K/(c M)), and a
thick segment admits its first central dislocation only above a radius Rc.

M: biaxial modulus; K = mu/(4 pi (1-nu)); mu: shear modulus; nu: Poisson ratio;
b: Burgers vector and core radius; g: core energy per length in units K b^2.
Finite elements use mu = R = b = f = 1; the wire axis is z, the line lies on y.
"""
import numpy as np
from scipy import constants, sparse
from scipy.integrate import quad
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import ive

nu = 0.3
M = 2 * (1 + nu) / (1 - nu)
K = 1 / (4 * np.pi * (1 - nu))
core_width = 0.01          # half-width of the smeared line in finite elements
# The first two tubes lie well outside the core and well inside the wire.
# The last two show how the nearby side surface spoils the pure logarithm.
tube_radii = np.array([0.04, 0.08, 0.1, 0.2])


# ---------- Fourier-Bessel solution of the coherent wire ----------
def bessel_terms(x):
    q = x * ive(0, x) / ive(1, x)
    return q, q * q - x * x - 2 * (1 - nu)


def energy_fraction(x):
    return 1 - 2 * (1 + nu) / bessel_terms(x)[1]


leg_x, leg_w = np.polynomial.legendre.leggauss(60)


def hoop_average(x):
    """Radial mean of hoop stress, in units M f, for a cosine misfit."""
    q, den = bessel_terms(x)
    length = min(x, 40.0)
    d = 0.5 * length * (leg_x + 1)
    integral = 0.5 * length * np.sum(leg_w * np.exp(-d) * ive(0, x - d))
    s = integral / ive(1, x)
    return -1 + ((1 + q) * s - 2 * (1 - nu) - q) / den


def release_coefficient(width=0.0):
    def integrand(x):
        smear = np.sinc(x * width / (2 * np.pi)) ** 2
        return -hoop_average(x) * smear / x**2
    top = np.inf if width == 0 else 2000.0
    low = quad(integrand, 0.02, 10, limit=200)[0]
    high = quad(integrand, 10, top, limit=500)[0]
    return 2 / np.pi * (low + high)


c = sum(quad(lambda x: energy_fraction(x) / x**2, lo, hi, limit=200)[0]
        for lo, hi in ((0.01, 10), (10, np.inf)))
t = release_coefficient()
small_x = 0.1
assert abs(energy_fraction(small_x) / small_x**4 * 96 * (1 + nu) - 1) < 0.01


# ---------- Analytic slice energies checked by quadrature ----------
young = 2 * (1 + nu)
outer, inner = 10.0, 1.0
strength = young / (4 * np.pi)
sum_sq = outer**2 + inner**2


def annulus_density(r):
    radial = strength * (-1 / r + r / sum_sq
                         + outer**2 * inner**2 / (sum_sq * r**3))
    hoop = strength * (-1 / r + 3 * r / sum_sq
                       - outer**2 * inner**2 / (sum_sq * r**3))
    shear = radial
    return np.pi * r / (2 * young) * (radial**2 + hoop**2
                                      - 2 * nu * radial * hoop
                                      + 2 * (1 + nu) * shear**2)


annulus_numeric = quad(annulus_density, inner, outer)[0]
annulus_formula = young / (8 * np.pi) * (
    np.log(outer / inner) - (outer**2 - inner**2) / sum_sq)
assert abs(annulus_numeric / annulus_formula - 1) < 1e-8

strip_constant = 4 * quad(
    lambda p: -(1 - 2 * nu * np.sin(p)**2) * np.log(np.cos(p)),
    0, np.pi / 2)[0] / (2 * np.pi * (1 - nu))
chord_log = quad(lambda y: 0.5 * np.log(1 - y * y), 0, 1)[0]
C_upper = 2 * np.log(2) - 1 - nu / (2 * (1 - nu))
assert abs(strip_constant + chord_log - C_upper) < 1e-6


# ---------- Three-dimensional quadratic finite elements, quarter wire ----------
def with_midpoints(edges):
    edges = np.array(edges, float)
    return np.sort(np.concatenate([edges, 0.5 * (edges[1:] + edges[:-1])]))


def shape_functions(point):
    values = [np.array([p * (p - 1) / 2, 1 - p * p, p * (p + 1) / 2])
              for p in point]
    slopes = [np.array([p - 0.5, -2 * p, p + 0.5]) for p in point]

    def product(a, b_, c_):
        return np.kron(c_, np.kron(b_, a))
    shape = product(*values)
    deriv = np.array([product(slopes[0], values[1], values[2]),
                      product(values[0], slopes[1], values[2]),
                      product(values[0], values[1], slopes[2])])
    return shape, deriv


def gauss_points(order):
    p, w = np.polynomial.legendre.leggauss(order)
    for i in range(order):
        for j in range(order):
            for k in range(order):
                yield (p[i], p[j], p[k]), w[i] * w[j] * w[k]


def gradients(coords, deriv):
    jac = deriv @ coords
    det = np.linalg.det(jac)
    assert det.min() > 0
    return np.linalg.inv(jac) @ deriv, det


def solve_wire(segment_length):
    """Coherent energy, release, and line energy outside each tube radius."""
    s = with_midpoints([0, .01, .022, .045, .09, .18, .38, .6, .8, .92, 1])
    v = with_midpoints([0, .4, .75, 1])
    below = [-2.4, -1.2, -.7, -.4, -.18, -.09, -.045, -.022, -.01]
    above = [z for z in (0, .01, .022, .045, .09, .18, .4, .6, .8, 1.6, 3)
             if z <= segment_length + 1e-9]
    z = with_midpoints(below + above)
    zz, vv, ss = np.meshgrid(z, v, s, indexing="ij")
    nodes = np.stack([ss * np.sqrt(1 - vv**2 / 2),
                      vv * np.sqrt(1 - ss**2 / 2), zz], axis=-1).reshape(-1, 3)
    ids = np.arange(len(nodes)).reshape(zz.shape)
    conn = np.array([ids[k:k+3, j:j+3, i:i+3].ravel()
                     for k in range(0, len(z) - 1, 2)
                     for j in range(0, len(v) - 1, 2)
                     for i in range(0, len(s) - 1, 2)])
    coords = nodes[conn]
    in_segment = (coords[:, :, 2].mean(axis=1) > 0).astype(float)
    lam = 2 * nu / (1 - 2 * nu)
    stiff = np.diag([2., 2., 2., 1., 1., 1.])
    stiff[:3, :3] += lam
    misfit_stress = stiff @ np.array([1., 1., 1., 0., 0., 0.])
    ne = len(conn)
    strain_rows, stress_rows = [], []
    f_el = np.zeros((ne, 81))
    for point, weight in gauss_points(3):
        grad, det = gradients(coords, shape_functions(point)[1])
        B = np.zeros((ne, 6, 81))
        for a in range(3):
            B[:, a, a::3] = grad[:, a]
        for row, (a, d) in zip((3, 4, 5), ((1, 2), (0, 2), (0, 1))):
            B[:, row, a::3] = grad[:, d]
            B[:, row, d::3] = grad[:, a]
        scale = weight * det
        strain_rows.append(B)
        stress_rows.append((stiff @ B) * scale[:, None, None])
        f_el += (B.transpose(0, 2, 1) @ misfit_stress) * (
            scale * in_segment)[:, None]
    k_el = (np.concatenate(strain_rows, axis=1).transpose(0, 2, 1)
            @ np.concatenate(stress_rows, axis=1))
    del strain_rows, stress_rows
    dofs = (3 * conn[:, :, None] + np.arange(3)).reshape(ne, 81)
    n = 3 * len(nodes)
    rows = np.repeat(dofs, 81, axis=1).ravel()
    cols = np.tile(dofs, (1, 81)).ravel()
    matrix = sparse.coo_matrix((k_el.ravel(), (rows, cols)), shape=(n, n)).tocsr()
    load = np.bincount(dofs.ravel(), weights=f_el.ravel(), minlength=n)

    # The cut face moves by half a Burgers vector; other symmetry faces stay flat.
    fixed = np.zeros(n, bool)
    u_line = np.zeros(n)
    cut = np.where(np.abs(nodes[:, 0]) < 1e-12)[0]
    depth = np.clip(np.abs(nodes[cut, 2]) / core_width, 0, 1)
    profile = 0.5 * (1 + np.sign(nodes[cut, 2]) * (2 * depth - depth**2))
    fixed[3 * cut] = True
    u_line[3 * cut] = -0.5 * profile
    fixed[3 * np.where(np.abs(nodes[:, 1]) < 1e-12)[0] + 1] = True
    fixed[2] = True
    free = np.where(~fixed)[0]
    held = np.where(fixed)[0]
    free_rows = matrix[free]
    reduced = sparse.tril(free_rows[:, free]).tocoo()
    offset = reduced.row - reduced.col
    band = np.zeros((offset.max() + 1, len(free)), order="F")
    band[offset, reduced.col] = reduced.data
    rhs = np.column_stack([load[free], -(free_rows[:, held] @ u_line[held])])
    answer = solveh_banded(band, rhs, lower=True, overwrite_ab=True,
                           check_finite=False)
    u_coh = np.zeros(n)
    u_coh[free] = answer[:, 0]
    u_line[free] = answer[:, 1]
    uc = u_coh.reshape(-1, 3)[conn]
    ud = u_line.reshape(-1, 3)[conn]
    coherent = interaction = 0.0
    outside = np.zeros(len(tube_radii))
    for point, weight in gauss_points(6):
        shape, deriv = shape_functions(point)
        grad, det = gradients(coords, deriv)
        place = np.einsum("n,enc->ec", shape, coords)
        ec, ed = grad @ uc, grad @ ud
        ec = 0.5 * (ec + ec.transpose(0, 2, 1))
        ed = 0.5 * (ed + ed.transpose(0, 2, 1))
        ec = ec - in_segment[:, None, None] * np.eye(3)
        tc = np.trace(ec, axis1=1, axis2=2)
        td = np.trace(ed, axis1=1, axis2=2)
        volume = 4 * weight * det
        coherent += np.sum(volume * (lam * tc**2 / 2 + (ec**2).sum((1, 2))))
        interaction += np.sum(volume * (lam * tc * td
                                        + 2 * (ec * ed).sum((1, 2))))
        density = volume * (lam * td**2 / 2 + (ed**2).sum((1, 2)))
        distance = np.hypot(place[:, 0], place[:, 2])
        outside += (distance[None, :] > tube_radii[:, None]) @ density
    return [coherent / M, -interaction / M, *outside]


lengths = [0.4, 0.8, 3.0]
fem = np.array([solve_wire(h) for h in lengths])
c_fem, t_fem = fem[-1, :2]
t_smeared = release_coefficient(core_width)
# A few percent covers the mesh error at the stress concentration on the rim.
assert -0.005 < c_fem / c - 1 < 0.05
assert abs(t_fem / t_smeared - 1) < 0.05
assert np.all(np.diff(fem[:, 0]) > -1e-4)
log_slope = (fem[-1, 2] - fem[-1, 3]) / (
    2 * K * np.log(tube_radii[1] / tube_radii[0]))
far_slope = (fem[-1, 4] - fem[-1, 5]) / (
    2 * K * np.log(tube_radii[3] / tube_radii[2]))
assert abs(log_slope - 1) < 0.10, log_slope  # finite tube radius, mesh error
r0 = tube_radii[0]
C_lengths = fem[:, 2] / (2 * K) - np.log(1 / r0)
C = C_lengths[-1]
lower_bound = 2 * K * (1 - nu**2) * (np.log(2 / r0) - 2)
upper_bound = 2 * K * (np.log(1 / r0) + C_upper)
assert lower_bound < fem[-1, 2] < upper_bound

# ---------- Worked example: lengths in nm, stiffness in GPa ----------
f, b, mu, g = 0.02, 0.4, 30.0, 1.0
to_ev = 1e-18 / constants.e            # one GPa nm^3 in eV


def threshold(release, constant, misfit=f, core=g, stiffness=1.0,
              edge_part=1.0, self_factor=1.0):
    def balance(R):
        cost = 2 * K * b * self_factor * (np.log(R / b) + constant + core)
        return cost - release * M * stiffness * misfit * edge_part * R
    return brentq(balance, 5 * b, 1e5 * b)


def naive_radius(misfit):
    return brentq(lambda R: 2 * K * b**2 * (np.log(R / b) + C + g)
                  - c * M * misfit**2 * R**2, 5 * b, 1e5 * b)


def safe_radius(core):
    return b / f * np.sqrt(2 * core * K / (c * M))


R0 = safe_radius(g)
Rc = threshold(t, C)
R_naive = naive_radius(f)
R_lengths = [threshold(row[1], const) for row, const in zip(fem, C_lengths)]
assert R0 < min(R_lengths) and R0 < Rc
f_small = f / 10
ratio = Rc / R_naive
ratio_small = threshold(t, C, misfit=f_small) / naive_radius(f_small)
assert ratio_small > ratio

print(f"Inputs: f = {f}, b = {b} nm, mu = {mu} GPa, nu = {nu}, g = {g}")
print(f"Biaxial modulus M = {M * mu:.1f} GPa")
print(f"Line-energy modulus K = {K * mu:.3f} GPa")
print(f"Coherent coefficient c: Bessel {c:.4f}, finite elements {c_fem:.4f}")
print(f"Release coefficient t (sharp line) = {t:.4f}")
print(f"t for smeared line: Bessel {t_smeared:.4f}, elements {t_fem:.4f}")
print(f"Log slope / expected, tubes {tube_radii[0]}R to {tube_radii[1]}R: "
      f"{log_slope:.3f}")
print(f"Same ratio nearer the surface, {tube_radii[2]}R to {tube_radii[3]}R: "
      f"{far_slope:.3f}")
print(f"Line constant C = {C:.3f}; analytic upper bound {C_upper:.3f}")
print(f"Line energy/(mu b^2 R) outside {r0}R = {fem[-1, 2]:.4f}")
print(f"Its lower and upper bounds = {lower_bound:.4f}, {upper_bound:.4f}")
for h, row, const, radius in zip(lengths, fem, C_lengths, R_lengths):
    print(f"h/R={h}: W/(M f^2 R^3)={row[0]:.4f}, t={row[1]:.4f}, "
          f"C={const:.3f}, threshold R={radius:.1f} nm")
print(f"Guaranteed coherent at any length below R0 = {R0:.2f} nm")
print(f"Thick-segment threshold Rc = {Rc:.2f} nm")
print(f"Naive equal-energy radius = {R_naive:.2f} nm")
print(f"Rc/naive at f={f}: {ratio:.3f}; at f={f_small:.3f}: {ratio_small:.3f}")
for R in (5.0, 20.0, 50.0):
    coherent = c * M * mu * f**2 * R**3 * to_ev
    line = 2 * R * K * mu * b**2 * (np.log(R / b) + C + g) * to_ev
    gain = t * b * M * mu * f * R**2 * to_ev
    print(f"R={R:.0f} nm: coherent {coherent:.1f} eV, line {line:.1f} eV, "
          f"release {gain:.1f} eV, net {line - gain:.1f} eV")

print("Sizes of neglected effects (rough inputs):")
for core in (0.5, 1.5):
    print(f"Core g={core}: R0={safe_radius(core):.2f} nm, "
          f"Rc={threshold(t, C, core=core):.2f} nm")
print(f"Biaxial modulus 30% higher, same K: Rc = "
      f"{threshold(t, C, stiffness=1.3):.2f} nm")
R_sixty = threshold(t, C, edge_part=0.5, self_factor=1 - nu / 4)
print(f"60-degree line, half the misfit relief: Rc = {R_sixty:.2f} nm")
surface_stress = 1.0                   # N/m, equal to GPa nm
surface_strain = 2 * surface_stress * (1 - nu) / (young * mu * Rc)
print(f"Surface stress {surface_stress} N/m: axial strain at Rc = "
      f"{surface_strain:.2e}, ratio to f = {surface_strain / f:.3f}")
expansion_difference, cooling, growth_temperature = 1e-6, 400.0, 700.0
thermal_misfit = expansion_difference * cooling
print(f"Expansion difference {expansion_difference:.0e} /K over {cooling:.0f} K: "
      f"misfit {thermal_misfit:.1e}, ratio to f = {thermal_misfit / f:.3f}")
thermal_energy = constants.k * growth_temperature / constants.e
line_at_threshold = 2 * Rc * K * mu * b**2 * (np.log(Rc / b) + C + g) * to_ev
print(f"Thermal energy at {growth_temperature:.0f} K = {thermal_energy:.4f} eV")
print(f"Full line energy at Rc = {line_at_threshold:.1f} eV")
print("no test failed")
```

Output:

```
Inputs: f = 0.02, b = 0.4 nm, mu = 30.0 GPa, nu = 0.3, g = 1.0
Biaxial modulus M = 111.4 GPa
Line-energy modulus K = 3.410 GPa
Coherent coefficient c: Bessel 0.2291, finite elements 0.2300
Release coefficient t (sharp line) = 0.1907
t for smeared line: Bessel 0.1874, elements 0.1880
Log slope / expected, tubes 0.04R to 0.08R: 0.971
Same ratio nearer the surface, 0.1R to 0.2R: 0.925
Line constant C = -0.591; analytic upper bound 0.172
Line energy/(mu b^2 R) outside 0.04R = 0.5974
Its lower and upper bounds = 0.3956, 0.7710
h/R=0.4: W/(M f^2 R^3)=0.1970, t=0.1573, C=-0.871, threshold R=36.0 nm
h/R=0.8: W/(M f^2 R^3)=0.2155, t=0.1730, C=-0.735, threshold R=33.1 nm
h/R=3.0: W/(M f^2 R^3)=0.2300, t=0.1880, C=-0.591, threshold R=31.0 nm
Guaranteed coherent at any length below R0 = 10.34 nm
Thick-segment threshold Rc = 30.43 nm
Naive equal-energy radius = 21.69 nm
Rc/naive at f=0.02: 1.403; at f=0.002: 1.770
R=5 nm: coherent 8.0 eV, line 99.9 eV, release 26.5 eV, net 73.4 eV
R=20 nm: coherent 510.0 eV, line 588.6 eV, release 424.4 eV, net 164.2 eV
R=50 nm: coherent 7968.4 eV, line 1783.6 eV, release 2652.5 eV, net -868.9 eV
Sizes of neglected effects (rough inputs):
Core g=0.5: R0=7.31 nm, Rc=26.28 nm
Core g=1.5: R0=12.66 nm, Rc=34.44 nm
Biaxial modulus 30% higher, same K: Rc = 21.75 nm
60-degree line, half the misfit relief: Rc = 65.38 nm
Surface stress 1.0 N/m: axial strain at Rc = 5.90e-04, ratio to f = 0.029
Expansion difference 1e-06 /K over 400 K: misfit 4.0e-04, ratio to f = 0.020
Thermal energy at 700 K = 0.0603 eV
Full line energy at Rc = 982.7 eV
no test failed
```
